# Saddle-search settings and the diffusivity tensor of trapped interstitials

Nitrogen enters a steel surface at 800 K and moves inwards by jumps between interstitial sites. In unstressed iron, far from any solute atom, the jumps are alike. Near a solute that binds nitrogen, site energies and barriers both change, and an atom may jump back and forth many times beside the solute before it leaves. The hardened depth depends on net motion, so these returns must not be counted as transport.

Electronic-structure programs supply the ingredients: relaxed site energies, and saddle energies from a nudged-elastic-band search between two sites. The user decides which jumps get a search of their own, how many images describe a path, and whether the highest image climbs to the saddle. The guidance below follows from how each saddle energy enters the diffusivity tensor.

## From energies to rates

Let site $i$ have energy $E_i$. A jump $e$ from $i$ to $j$ has displacement $d_e$ and saddle energy $S_e$, measured from the same zero as $E_i$. The displacement is unwrapped: it includes any crossing of the periodic cell boundary. With a common attempt frequency $\nu$, harmonic rate theory gives

$$w_e=\nu e^{-(S_e-E_i)/kT},\qquad p_i=\frac{e^{-E_i/kT}}{\mathcal Z},\qquad \mathcal Z=\sum_i e^{-E_i/kT}.$$

Here $p_i$ is the equilibrium probability of site $i$. The interstitials are assumed dilute, the solutes immobile, and the network connected. Each jump depends only on the site now occupied, not on earlier jumps. The equilibrium flow along a jump is

$$c_e=p_iw_e=\frac{\nu}{\mathcal Z}e^{-S_e/kT}.$$

The site energy has cancelled except in $\mathcal Z$. The reverse jump has the same saddle, hence the same $c_e$, and displacement $-d_e$. This is detailed balance. If attempt frequencies differ, $S_e$ and $E_i$ become free energies and the argument is unchanged.

## The corrector equation

The mean velocity of an atom at site $i$ is $b_i=\sum_{e\,{\rm from}\,i}w_ed_e$. A nonzero $b_i$ means that the next jump has a preferred direction, which depends on where the last jump led. Successive jumps are then correlated.

Add to the position $x$ a bounded, site-dependent vector $\chi_i$, chosen so that $x+\chi$ has no mean velocity at any site. A jump changes $x+\chi$ by $g_e=d_e+\chi_j-\chi_i$, so the condition is

$$\sum_{e\,{\rm from}\,i}w_eg_e=b_i+(Q\chi)_i=0,\qquad\text{or}\qquad Q\chi=-b.$$

$Q$ is the rate matrix: $Q_{ij}$ is the total rate from $i$ to $j$, and the diagonal makes each row sum to zero. A solution requires $\sum_ip_ib_i=\sum_ec_ed_e=0$, which holds because each jump cancels its reverse. The solution is fixed up to a constant vector, which drops out of $g_e$.

Since $x+\chi$ has no drift from any site, its changes in separate time intervals are uncorrelated. In equilibrium its covariance grows at the rate $\sum_ec_e\,g_e\otimes g_e$. The positions $x$ and $x+\chi$ differ by a bounded amount, so their covariances divided by $t$ agree as $t\to\infty$. With $D$ defined by the long-time covariance $2Dt$,

$$D=\tfrac12\sum_ec_e\,g_e\otimes g_e.$$

To expand this, write $\delta_e=\chi_j-\chi_i$ and $B=\sum_ip_i\,b_i\otimes\chi_i$. Reversing every jump gives $\sum_ec_ed_e\otimes\chi_j=-\sum_ec_ed_e\otimes\chi_i=-B$. Therefore

$$\sum_ec_e\,d_e\otimes\delta_e=-2B,\qquad \sum_ec_e\,\delta_e\otimes d_e=-2B^T.$$

For the last term, reversal pairs equal contributions:

$$\tfrac12\sum_ec_e\,\delta_e\otimes\delta_e=\sum_ec_e\,\chi_i\otimes(\chi_i-\chi_j)=-\sum_ip_i\,\chi_i\otimes(Q\chi)_i=B^T.$$

The matrix $K=-{\rm diag}(p)Q$ is symmetric by detailed balance, and $K\chi={\rm diag}(p)b$, so $B=\chi^TK\chi$ is symmetric too. The cross terms contribute $-B-B^T=-2B$ and the last term $+B$:

$$D=\tfrac12\sum_ec_e\,d_e\otimes d_e-\sum_ip_i\,b_i\otimes\chi_i.$$

The first term is the uncorrelated value. The second removes motion that is later undone. In practice one assembles $K$, fixes $\chi=0$ on one site to remove the free constant, and solves for three right-hand sides, one per Cartesian direction.

## What one saddle energy does to D

Replace $\chi$ by a trial field $\chi+\eta$. The cross term in the quadratic form contains

$$\sum_ec_e\,g_e\otimes(\eta_j-\eta_i)=-2\sum_i p_i\Big(\sum_{e\,{\rm from}\,i}w_eg_e\Big)\otimes\eta_i=0,$$

by reversal and the corrector equation. What remains is quadratic in $\eta$ and not negative. Along a unit vector $n$, therefore,

$$D_{nn}=\min_\chi\ \tfrac12\sum_ec_e\,(n\cdot g_e)^2.$$

Three consequences bear on the settings.

First, raising any saddle at fixed site energies cannot raise $D_{nn}$. If every saddle is wrong by at most $\epsilon$, each $c_e$ is wrong by a factor between $e^{-\epsilon/kT}$ and $e^{\epsilon/kT}$, and so is $D_{nn}$. At 800 K, $kT=0.0689$ eV, and a common error of 0.05 eV changes $D$ by a factor 2.07.

Second, at the minimum the change of $\chi$ has no first-order effect. For small saddle errors $\delta S$, with the forward and reverse jumps of a bond together,

$$\delta\ln D_{nn}=-\sum_{\rm bonds}\phi\,\frac{\delta S}{kT},\qquad \phi=\frac{c\,(n\cdot g)^2}{D_{nn}},\qquad \sum_{\rm bonds}\phi=1.$$

The share $\phi$ says where accuracy is needed. It contains the corrected displacement $g$, not the bare $d$.

Third, site energies at fixed saddles enter through $\mathcal Z$ alone, so $\partial\ln D_{nn}/\partial E_i=p_i/kT$. The most occupied sites need the most accurate energies.

A chain with two sites per cell shows the difference between $g$ and $d$. Take unit spacing, equal site energies, and rates 1 and 4 across alternate bonds. At the first site $b=1-4=-3$, and the corrector equation reads $(1+4)(\chi_2-\chi_1)=3$. With zero mean, $\chi=\mp0.3$. The slow bond has $c=\tfrac12\cdot1=0.5$ and $g=1+0.6=1.6$; the fast one has $c=2$ and $g=1-0.6=0.4$. Then

$$D=0.5\,(1.6)^2+2\,(0.4)^2=1.28+0.32=1.60,$$

against an uncorrelated $0.5+2=2.5$. The slow bond holds 80% of the sensitivity, although it supplies 20% of the uncorrelated sum. Along such a chain $cg$ is the same on every bond, which gives the series-resistor law $D=L^2/\sum(1/c)$ for cell length $L$; here it is $4/(2+0.5)=1.6$.

## Does a trap need its own saddle searches?

A tempting economy is to compute the binding energies near a solute and guess the saddles. Two guesses show what is at stake.

**Equal saddles.** All $S_e$ keep the value of the pure host. Then $c_e$ is the same for every jump. In bcc iron, nitrogen occupies octahedral sites, each with four neighbours at $\pm a/2$ along the two directions perpendicular to the site's axis. The four displacements sum to zero, so $p_ib_i=c\sum d_e=0$ and there is no correlation, however deep the traps. With $n$ sites per cell there are $4n/3$ directed jumps along each Cartesian direction, and

$$D=\tfrac12\,\frac{4n}{3}\,\frac{w_0}{\mathcal Z}\,\frac{a^2}{4}=\frac{w_0a^2}{6}\,\frac{n}{\mathcal Z},\qquad w_0=\nu e^{-B_0/kT},$$

where $B_0$ is the host barrier and energies are measured from an unstressed host site. Traps slow diffusion here by holding atoms for longer, without favouring returns.

**Mean-energy saddles.** Each saddle lies $B_0$ above the average of its two end energies, so $c_e=(w_0/\mathcal Z)e^{-(E_i+E_j)/2kT}$. Bonds between trap sites now carry more flow than bonds leading away. The atom rattles, and correlation appears.

## Nitrogen beside a solute in ferrite

Take $a=0.29$ nm, $\nu=10^{13}$ s$^{-1}$ and $B_0=0.80$ eV, so that $w_0=9.12\times10^7$ s$^{-1}$ at 800 K. One solute sits in a cell of 54 metal sites (1.85 at%) with 162 octahedral sites. It binds nitrogen by 0.15 eV on the 6 nearest sites and by 0.25 eV on the next 12. In-plane compressive stress favours sites whose axis is the surface normal $z$, by $\Delta=0.05$ eV relative to the other sites. The model lowers the $z$-axis sites by $\Delta$. In iron, where nitrogen expands the lattice mainly along the site's axis, the stress chiefly raises the other sites instead. With mean-energy saddles only the difference matters.

Without solute, each site is a centre of symmetry and $b=0$. Per three sites, one of each axis, the weights sum to $Z=2+e^{\Delta/kT}=4.065$. The $x$- and $y$-axis sites each have two jumps along $z$, which join sites of zero energy:

$$D_{zz}=\tfrac12\,\frac{4w_0}{Z}\,\frac{a^2}{4}=\frac{w_0a^2}{2Z}=9.44\times10^{-9}\ {\rm cm^2/s}.$$

Jumps along $x$ join $y$- and $z$-axis sites, which adds a factor $e^{\Delta/2kT}=1.437$ under the mean-energy rule: $D_{xx}=1.36\times10^{-8}$ cm²/s.

With the solute, the 18 trap sites hold

$$\frac{6e^{0.15/kT}+12e^{0.25/kT}}{144+6e^{0.15/kT}+12e^{0.25/kT}}=0.778$$

of the nitrogen, energies being in eV. The stress factor cancels because each shell contains the three site axes equally. All four neighbours of a first-shell site lie in the second shell. A second-shell site has two neighbours in the first shell and two outside. Stress aside, the flow on inner bonds is enhanced by $e^{0.20/kT}\approx18$ and on exit bonds by $e^{0.125/kT}\approx6$, relative to host bonds. The velocity $b$ at a second-shell site therefore points back towards the solute, to within about 10° when the stress is included.

The corrector solution with mean-energy saddles gives

- $D_{xx}=4.97\times10^{-9}$ cm²/s, against $9.00\times10^{-9}$ uncorrelated: a factor 0.55;
- $D_{zz}=3.59\times10^{-9}$ cm²/s, against $6.26\times10^{-9}$ uncorrelated: a factor 0.57.

With equal saddles and the same site energies, $D_{zz}=2.36\times10^{-9}$ cm²/s. The mean-energy value is 1.52 times larger; without stress the ratio is 1.48. The direction follows from the minimum principle, since no mean-energy saddle here lies above its equal-saddle counterpart. That holds when the stress lowers the $z$-axis sites; if it raises the other sites instead, the ratio becomes 0.74. So the guess changes both the diffusivity and whether the jumps are correlated. Binding energies alone do not settle either.

At fixed binding and temperature, removing the stress gives an isotropic $4.74\times10^{-9}$ cm²/s. With mean-energy saddles the stress thus lowers inward diffusion by 24% and raises in-plane diffusion by 5%. With equal saddles it acts through $\mathcal Z$ alone, and the absolute site shifts matter: lowering the $z$-axis sites by $\Delta$ lowers both components by 26%, whereas raising the other sites by $\Delta$ raises both by 52%. Even the sign of the stress effect therefore depends on where the saddles lie relative to the sites.

As temperature rises, the ratios between the $c_e$ approach 1, $b$ becomes small compared with the jump rate times the jump length, and the correlation factor tends to 1. For $zz$ it is 0.46, 0.57 and 0.66 at 700, 800 and 900 K. The apparent activation energy of $D_{zz}$ at 800 K is 0.99 eV with the solute and 0.825 eV without. The latter exceeds the barrier by $\Delta e^{\Delta/kT}/Z=0.025$ eV, from the temperature dependence of $Z$.

## Validation by kinetic Monte Carlo

Kinetic Monte Carlo uses the rates but not the corrector. Draw the first site from $p_i$, wait an exponential time with mean $1/\sum_ew_e$, choose a jump with probability proportional to its rate, and add its unwrapped displacement. To know how long to run, one needs the mean square displacement at finite time.

Take one component of $x$, $b$ and $\chi$, with $x(0)=0$. A jump changes $x^2$ by $2xd_e+d_e^2$, so

$$\frac{d}{dt}\langle x^2\rangle=\sum_ec_ed_e^2+2\langle x(t)\,b_{i_t}\rangle .$$

Time reversal exchanges first and last site and changes the sign of $x$, so $\langle x(t)b_{i_t}\rangle=-\langle x(t)b_{i_0}\rangle$. Because $x+\chi$ has no drift, the mean of $x(t)$ from site $i$ is $\chi_i-(e^{Qt}\chi)_i$. Inserting this and the formula for $D$,

$$\frac{d}{dt}\langle x^2\rangle=2D+2\sum_ip_ib_i(e^{Qt}\chi)_i .$$

With $b=-Q\chi$ and ${\rm diag}(p)Q$ symmetric, the last sum is $-\frac{d}{dt}\sum_ip_i\chi_i(e^{Qt}\chi)_i$. Integration gives

$$\langle x^2\rangle=2Dt+2\sum_ip_i\chi_i\big[(1-e^{Qt})\chi\big]_i .$$

At late times the second term is a constant offset, $2\sum_ip_i\chi_i^2$ for zero-mean $\chi$. Dividing $\langle x^2\rangle$ by $2t$ overestimates $D$ by this offset over $2t$; a slope between two late times removes it.

For the trap cell the slowest relaxation time is 42 ns, but by symmetry that mode does not enter $\chi_z$; 94% of the $zz$ offset builds up with a time of 25.5 ns. At 877 ns the formula gives $\langle z^2\rangle=0.6403$ nm², of which $2D_{zz}t=0.6293$ nm². The offset is 0.011 nm², and the quotient $\langle z^2\rangle/2t$ is 1.8% too high. At 11 ns it is about 50% too high. A bias below 1% needs $t>0.011\ {\rm nm^2}/(0.02\,D_{zz})\approx1.5$ µs.

A run of 30,000 walkers, with about 202 jumps each, gave $0.642\pm0.006$ nm² at 877 ns. The slope between 219 and 877 ns gave $D_{zz}=(3.61\pm0.04)\times10^{-9}$ and $D_{xx}=(4.99\pm0.06)\times10^{-9}$ cm²/s, with one standard error quoted. Both agree with the corrector values, and the uncorrelated $D_{zz}$ lies some 60 standard errors away. This validates the solution for the given rates. It says nothing about whether the saddle energies are right.

## Choosing the settings

**Climbing image.** Images on a converged path without climbing may straddle the saddle, so the highest image lies at or below it. Model the profile as a cosine of height $B_0$, divided into $M$ equal segments. The highest image is at most half a segment from the top, and the error obeys

$$\epsilon\le\frac{B_0}{2}\Big(1-\cos\frac{\pi}{M}\Big)\le\frac{\pi^2B_0}{4M^2}.$$

The bound allows the top to fall anywhere between two images. If an image happens to lie on the top, as in a symmetric path with even $M$, the error vanishes. For $B_0=0.80$ eV and $M=6$ the last bound is 0.055 eV; an error of that size in every saddle would raise $D$ at 800 K by a factor 2.2. To keep this overestimate of $D$ below 10% one needs $\epsilon<kT\ln1.1=0.0066$ eV, which the bound guarantees from $M=18$ for this cosine profile; a sharper top needs more closely spaced images. A converged climbing image sits at the saddle and removes this sampling error. It does not remove errors from the functional, the basis or the supercell.

**Which jumps to search.** A guess alone, whether equal or mean-energy saddles, is not enough for the bonds around a trap. Start with a guess such as the mean-energy rule, solve for $\chi$, and add up $\phi$, for the direction of interest, over each set of symmetry-equivalent bonds, since one search serves the whole set. Among the sets whose saddles are not already known from the host, search the one with the largest sum first, then solve again, because the shares change with the saddles. The shares describe small errors only: a set with a small share can still matter if its guessed saddle is wrong by several $kT$. A bond with a large flow $c$ may have a small share, as the fast bond of the chain does. In the trap cell above, the mean-energy guess puts 5% of the $zz$ share on inner bonds, 10% on exit bonds and 85% on bonds with no trap end. Yet raising the exit saddles by 0.3 eV lowers $D_{zz}$ to 0.56 of its value. The small shares follow from the low guessed saddles, so the trap bonds need searches all the same.

**Consistent energies.** Sites and saddles near the solute must share one energy zero with the distant host. A common shift of trap sites and their saddles relative to the host changes $D$, even though every barrier inside the trap stays the same.

## Beside real nitriding

The temperature lies in the usual range for nitriding ferritic steel. The solute-free diffusivity is of order $10^{-8}$ cm²/s, probably low by a factor of about five against measured nitrogen diffusion in ferrite. The binding energies are round model values. The splitting corresponds to about 0.7 GPa, using a rough site-strain anisotropy of 0.9; this is a high but plausible residual stress, and a real one varies with depth.

For 10 h the model gives $2\sqrt{D_{zz}t}=227$ µm, against 369 µm without solute. The assumption that the solute stays dissolved can fail: strong nitride formers precipitate. If each solute atom permanently binds one nitrogen at a sharp front of depth $\xi$, the supply $D_{\rm free}c_s/\xi$ equals the consumption $x_s\,d\xi/dt$, and

$$\xi=\sqrt{2D_{\rm free}\,t\,c_s/x_s}.$$

This holds for surface content $c_s\ll x_s$. With $c_s=0.1$ at%, $x_s=1.85$ at% and the solute-free $D_{zz}$, $\xi\approx61$ µm. This is about a quarter of the 227 µm estimated with dissolved solute, and the trap diffusivity should not then be used to predict a case depth.

Random placement lets solute shells overlap, and the result depends on how the bindings combine. If only the strongest binding counts at a shared site, ten random arrangements at the same content gave a mean $D_{zz}$ of $3.75\times10^{-9}$ cm²/s with a spread of $0.17\times10^{-9}$, a few per cent above the periodic value. If bindings add, sites shared by two solutes become deep traps. With solute fraction $x_s=1/54$ and stress aside, the mean site weight $\mathcal Z/n$ is then $[1+x_s(e^{0.15/kT}-1)]^2[1+x_s(e^{0.25/kT}-1)]^4=10.4$, against 4.0 for the periodic cell, and in the dilute limit $D_{zz}$ falls by a factor of roughly 1.5 to 2. The binding at solute pairs therefore needs its own calculation. The remaining omissions are smaller. Allowing one nitrogen per solute at 0.1 at% lowers the trapped fraction from 0.778 to 0.770. A Wigner estimate of tunnelling, with $\nu$ as the barrier frequency, raises the rates by 1.5%; quantising the vibrations at site and saddle, all taken at $\nu$, adds about as much again. The largest exit rate times 1 ps, a rough time for losing memory of a jump, is $10^{-3}$, which supports jumps without memory. For dissolved solutes, the choice of saddle energies matters more than saturation at 0.1 at%, quantum corrections or memory, and about as much as the binding at solute pairs: even without stress, the two guesses above differ by a factor of about 1.5 in $D_{zz}$. The numerical output below lists the inputs and the main results.

## Calculated quantities

```
Two-site chain, spacing 1, rates 1 and 4 (reduced units)
  uncorrelated D = 2.5000, full D = 1.6000
  corrector on the two sites = -0.3000, 0.3000
Nitrogen in ferrite, inputs
  a = 0.29 nm, nu = 1.0e+13 1/s, barrier = 0.80 eV
  binding shell 1 = 0.15 eV, shell 2 = 0.25 eV
  stress splitting = 0.05 eV, T = 800 K, kT = 0.06894 eV
  sites in cell = 162, solute fraction = 1.852 at%
  free jump rate w0 = 9.1248e+07 1/s
Diffusivity at 800 K (cm2/s): in plane xx, normal zz
  no solute, stressed: 1.3564e-08, 9.4383e-09
  solute, uncorrelated: 9.0015e-09, 6.2636e-09
  solute, full: 4.9745e-09, 3.5888e-09
  solute, full, no stress: 4.7448e-09, 4.7448e-09
  correlation factor xx = 0.5526, zz = 0.5730
  slowest relaxation time = 41.78 ns
Monte Carlo: 30000 walkers, 202.2 jumps each
  time (ns): zz mean square (nm2) MC, standard error, formula
  11.0: 0.01188, 0.00016, 0.01190
  219.2: 0.16816, 0.00191, 0.16835
  876.7: 0.64244, 0.00611, 0.64033
  late slope D_xx = 4.989e-09 +- 5.9e-11 cm2/s
  late slope D_zz = 3.606e-09 +- 4.4e-11 cm2/s
Temperature (K): D_zz no solute, D_zz solute (cm2/s), factor zz
  700: 1.704e-09, 4.522e-10, 0.4581
  800: 9.438e-09, 3.589e-09, 0.5730
  900: 3.567e-08, 1.731e-08, 0.6633
Apparent activation energy at 800 K: no solute 0.8254 eV, solute 0.9872 eV
Length 2 sqrt(D_zz t), 10 h: solute 227.3 um, no solute 368.7 um
Neglected effects at 800 K
  equal saddles instead: D_zz = 2.3603e-09 cm2/s
  random solutes (10 cells of 432 metal sites): D_zz = 3.749e-09, spread 1.7e-10 cm2/s
  trapped fraction, dilute = 0.7777
  at 0.1 at% N, one N per solute: trapped fraction = 0.7703
  Wigner tunnelling factor = 1.0150
  barrier error of 0.05 eV: factor 2.065 in D
  largest exit rate times 1 ps = 1.12e-03
  stress for the splitting (strain anisotropy 0.9, rough) = 0.73 GPa
```
